\section*{Monolayer-like optical contrast does not prove monolayer coverage}

\section{What the form of the signal already tells}

A stack of $N$ identical atomic layers, each of thickness $d$, lies on a substrate and is lit at wavelength $\lambda$. Let $R_N$ be its reflectance and $R_0$ that of the bare substrate. The optical contrast
\begin{equation}
C(N)=\frac{R_0-R_N}{R_0}
\end{equation}
is a pure number. With the substrate, the wavelength and the optical index of the layers held fixed, it can depend on the thickness of the stack only through the ratio $Nd/\lambda$, so $C(N)=F(Nd/\lambda)$. No layers give no contrast, hence $F(0)=0$. An atomic layer is far thinner than the wavelength of visible light, and $F$ is smooth, so to leading order
\begin{equation}
C(N)\simeq N\,\frac{d}{\lambda}\,F'(0)\simeq N\,C(1).
\label{eq:linear}
\end{equation}

A symmetry fixes the rest. Suppose the light spot covers many patches and the detector adds the power returned by all of them. Exchanging two patches that receive equal light leaves the total unchanged. The reading therefore cannot depend on where the layers are, only on how much of the light falls on each thickness. A sum over patches of a quantity proportional to $N$ can report a mean layer number and nothing more.

\section{The belief and its appeal}

The belief is this: if a spot on the sample shows the contrast of a monolayer, the spot is covered by a monolayer.

It has a sound origin. On a uniform flake of a few layers, larger than the spot, contrast typically rises in distinct steps, one for each added layer. A reading near the first step then identifies one layer, because half a layer is not available. The inference fails when it is carried over to a film of small patches. A patch still holds a whole number of layers, but the average over patches need not, and an average of one can be made without any monolayer.

\section{What an unresolved spot reads}

Let $I(\mathbf{x})$ be the light intensity in the spot, and let $f_N$ be the share of the light that falls on regions with $N$ layers, so that $\sum_N f_N=1$. For uniform illumination $f_N$ is the share of area; for a peaked spot the centre counts more. Assume for now that reflected powers add. Then
\begin{equation}
R_{\rm spot}=\frac{\int I\,R\,dA}{\int I\,dA}=\sum_N f_N R_N .
\end{equation}
Inserting this in the definition of contrast, and writing $R_0=\sum_N f_N R_0$, gives
\begin{equation}
C_{\rm spot}=\frac{R_0-\sum_N f_N R_N}{R_0}
=\sum_N f_N\,\frac{R_0-R_N}{R_0}=\sum_N f_N\,C(N).
\label{eq:average}
\end{equation}
This holds whether or not $C(N)$ is linear. If it is linear,
\begin{equation}
C_{\rm spot}=C(1)\sum_N N f_N .
\end{equation}
A monolayer-like reading, $C_{\rm spot}=C(1)$, then means $\sum_N Nf_N=1$. Subtracting $\sum_N f_N=1$ leaves $\sum_N (N-1)f_N=0$, or
\begin{equation}
f_0=f_2+2f_3+3f_4+\dots
\label{eq:balance}
\end{equation}
The bare share balances the excess layers elsewhere. The monolayer share $f_1$ has dropped out: the reading does not constrain it directly.

With at most two layers, equation \eqref{eq:balance} gives $f_0=f_2=t$ and $f_1=1-2t$, where $0\le t\le 1/2$. At $t=0$ the monolayer is complete. At $t=1/2$ half the spot is bilayer, half is bare, and there is no monolayer at all. Every case between gives the same reading.

If up to $M$ layers may occur, then $1=\sum_N Nf_N\le M(1-f_0)$, because the covered share is $1-f_0$ and carries at most $M$ layers. Hence $f_0\le 1-1/M$, a limit reached when a share $1/M$ carries $M$ layers. In the linear model the bare share can be as large as $2/3$ for $M=3$ and $3/4$ for $M=4$.

Equation \eqref{eq:balance} also shows when the belief is right. If other evidence rules out bare substrate, $f_0=0$, and every term on the right, being non-negative, must vanish. The film is then all monolayer. Beyond the linear model, this conclusion needs $C(N)>C(1)$ for every thicker region present. In the example below that holds up to 37 layers; thicker fragments can reflect more than the bare substrate and pull the average down, so they must be ruled out as well.

\section{Where the linear law comes from}

The dimensional argument leaves the slope open. Take normal incidence, the time factor $e^{-i\omega t}$, $k=2\pi/\lambda$, and a layer index $n$ whose positive imaginary part means absorption. Let $z$ point into the sample and scale the magnetic field $H$ by the vacuum impedance. Maxwell's equations become
\begin{equation}
\frac{dE}{dz}=ikH,\qquad \frac{dH}{dz}=ikn^2E .
\end{equation}
For the ratio $Y=H/E$ the quotient rule gives $dY/dz=ikn^2-ikY^2$. Adding material moves the top surface towards negative $z$, so for added thickness $h$
\begin{equation}
\frac{dY}{dh}=-ik\,(n^2-Y^2).
\end{equation}
In the vacuum above, the incident and reflected waves give $E=1+r$ and $H=1-r$ at the surface. Therefore
\begin{equation}
Y=\frac{1-r}{1+r},\qquad r=\frac{1-Y}{1+Y},\qquad 1+Y=\frac{2}{1+r}.
\end{equation}
Since $dr/dY=-2/(1+Y)^2$, a thin film of thickness $h$ on a substrate of amplitude $r_0$ changes the amplitude at the top surface by
\begin{equation}
\frac{2ikh(n^2-Y^2)}{(1+Y)^2}
=\frac{ikh}{2}\left[n^2(1+r_0)^2-(1-r_0)^2\right].
\end{equation}
Part of this change arises only because the surface has moved up. A vacuum film, $n=1$, would give $2ikhr_0$. Subtracting that refers the amplitude to a fixed plane, and $(1-r_0)^2+4r_0=(1+r_0)^2$ then yields
\begin{equation}
\delta r=\frac{ikh}{2}(n^2-1)(1+r_0)^2 .
\end{equation}
To first order $R_N=|r_0+\delta r|^2\simeq R_0+2\,{\rm Re}(r_0^*\delta r)$. Dividing by $R_0=|r_0|^2$, setting $h=Nd$ and using ${\rm Re}(iz)=-{\rm Im}\,z$,
\begin{equation}
C(N)\simeq -2\,{\rm Re}\frac{\delta r}{r_0}
=N\,kd\;{\rm Im}\!\left[\frac{(n^2-1)(1+r_0)^2}{r_0}\right].
\label{eq:slope}
\end{equation}
This has the form of equation \eqref{eq:linear}. It requires a thin film and $|\delta r|\ll|r_0|$, so it fails on a substrate that hardly reflects. It also requires the same index in every layer.

\section{The first correction}

Linearity is a leading-order law, and its first correction decides how well half-and-half coverage imitates a monolayer. Treat each layer as a sheet of negligible thickness. Compared with vacuum, its polarisation current makes $H$ jump, adding $s=-ikd(n^2-1)$ to $Y$. For $N$ layers
\begin{align}
r_N-r_0&=\frac{1-Y-Ns}{1+Y+Ns}-\frac{1-Y}{1+Y}
=\frac{-2Ns}{(1+Y)(1+Y+Ns)}\nonumber\\
&=-\frac{Ns}{2}\,\frac{(1+r_0)^2}{1+Ns(1+r_0)/2},
\end{align}
where the last form uses $1+Y=2/(1+r_0)$. Expanding the denominator to first order in $s$ gives $r_N/r_0\simeq 1+uN+vN^2$, with
\begin{equation}
u=-\frac{s(1+r_0)^2}{2r_0},\qquad v=\frac{s^2(1+r_0)^3}{4r_0}.
\end{equation}
Then $C(N)=1-|r_N/r_0|^2\simeq aN+bN^2$, where
\begin{equation}
a=-2\,{\rm Re}\,u,\qquad b=-2\,{\rm Re}\,v-|u|^2 .
\end{equation}
The half-and-half reading is $C(2)/2$, because bare substrate contributes zero. It differs from the monolayer reading by
\begin{equation}
\frac{C(2)}{2}-C(1)\simeq\frac{2a+4b}{2}-(a+b)=b .
\end{equation}
The difference is of second order in the sheet's strength, while the contrast is of first order.

\section{A film on oxidised silicon}

Take $\lambda=550$ nm, $d=0.34$ nm and a sheet index $2.6+1.3i$, on 90 nm of oxide with index 1.46 over silicon with index $4.1+0.04i$. These are rough values in the regime of graphene on oxidised silicon. Slab optics, with the full thickness kept, gives reflectances of 0.10146 for the bare substrate, 0.08700 for a monolayer and 0.07417 for a bilayer. Thus
\begin{align}
C(1)&=\frac{0.10146-0.08700}{0.10146}\approx 0.143,\\
C(2)&=\frac{0.10146-0.07417}{0.10146}\approx 0.269,\\
C_{\rm half}&=\tfrac12\,C(2)\approx 0.1345 .
\end{align}
With unrounded reflectances $C(1)=0.1426$. The half-and-half spot reads 0.0081 lower, which is 5.7\% of the monolayer contrast. The second-order sheet formula predicts $b=-0.0086$. Equation \eqref{eq:slope} gives $a=0.1511$, and $a+b=0.1425$ reproduces the monolayer value closely.

Suppose a reading is called a monolayer when it lies nearer to $C(1)$ than to $C(0)$ or $C(2)$. The window runs from 0.071 to 0.206, and the half-and-half spot falls well inside it. If the contrast is uncertain by 0.01, a value chosen here for illustration, the difference is only 0.8 of that uncertainty. The spot contains no monolayer, yet it passes.

Thicker islands show how forgiving the window is. Here linearity is poor: $C(5)=0.563$ and $C(10)=0.829$, which are 79\% and 58\% of the linear extrapolations $5C(1)$ and $10C(1)$. A spot with one tenth of its light on ten-layer islands and the rest on bare substrate reads $0.1\times0.829=0.083$. That is far from 0.143, but it still lies inside the window, with 90\% of the spot bare.

\section{Better precision does not restore the proof}

An uncertainty of 0.001 would separate 0.1345 from 0.1426. It would not prove monolayer coverage, because the shares can be adjusted. Let a share $f$ be bilayer and the rest bare. By equation \eqref{eq:average} the reading is $fC(2)$, which equals $C(1)$ when
\begin{equation}
f^*=\frac{C(1)}{C(2)}=\frac{0.1426}{0.2690}\approx0.530 .
\end{equation}
A spot that is 53\% bilayer and 47\% bare matches the monolayer at 550 nm, within the power-averaging model. Linearity was not used. The match needs only $C(2)>C(1)>0$, so that $f^*$ lies between 0 and 1. Linearity merely places $f^*$ at one half.

A second colour helps less than one might hope. In the linear regime $C(N,\lambda)=N\,C(1,\lambda)$, and each wavelength repeats the same equation for the mean layer number. Only the departure from linearity carries new information. With the shares fixed at their 550 nm values and all indices held constant, the largest mismatch found between 450 and 650 nm is 0.0030 in magnitude, at the 450 nm end. To use it, one would need contrasts accurate to better than that, and a reference spectrum equally well known. This conclusion rests on every layer having the same index. It does not hold at photon energies where stacking changes the electronic spectrum. In a Dirac model of undoped Bernal bilayer graphene with interlayer hopping 0.39 eV, the absorptive conductivity is within 0.2\% of twice the monolayer value across 450 to 650 nm, but it is about 0.78 of that value at 0.30 eV and about 1.56 at 0.43 eV.

\section{What a smaller spot reveals}

For identical, uncoupled layers the missing information is spatial. Let bilayer and bare stripes of equal width alternate with period $p$, and put $x=0$ at the centre of a bilayer stripe. The layer number is one plus a square wave of height $\pm1$, whose cosine coefficients are $(4/\pi m)\sin(m\pi/2)$. These vanish for even $m$, so
\begin{equation}
N(x)=1+\frac4\pi\sum_{m\ {\rm odd}}\frac{(-1)^{(m-1)/2}}{m}\cos\frac{2\pi mx}{p},
\end{equation}
with $m$ positive. A spot of intensity $e^{-2x^2/w^2}$ multiplies a component $\cos Kx$ by $e^{-K^2w^2/8}$, the normalised Fourier transform of the Gaussian. With $K=2\pi m/p$, the apparent layer number at the centre of a bilayer stripe is
\begin{equation}
\bar N=1+\frac4\pi\sum_{m\ {\rm odd}}\frac{(-1)^{(m-1)/2}}{m}\,
e^{-m^2\pi^2w^2/(2p^2)} .
\end{equation}
At the centre of a bare stripe the sum changes sign.

For $p=4000$ nm and $w=5000$ nm the exponent for $m=1$ is about $-7.7$. The apparent layer number is 1.0006 over bilayer and 0.9994 over bare substrate. The contrast moves only from 0.1346 to 0.1344, so scanning this spot shows an apparently uniform film. With $w=1000$ nm the exponent is about $-0.31$. The apparent layer number now swings between 1.91 and 0.09, and the contrast between 0.257 and 0.012. The same film is plainly not a monolayer.

The two limits state what a map can prove. For $w\ll p$ the spot reads local whole numbers, except near edges. For $w\gg p$ it reads the mean. A uniform map excludes bilayer and bare stripes whose period is about the spot's full width $2w$ or longer: at $p=2w$ the exponent for $m=1$ is $-\pi^2/8$, and $\bar N$ would still swing by about 0.37 to either side of one. It says little about finer patches, as the 5000 nm spot shows. Patches too fine for any optical spot call for a method with higher spatial resolution, such as scanning probe or electron microscopy, or for a spectral feature that differs between monolayer and bilayer, where the material has one.

\section{When powers do not simply add}

Light reflected from neighbouring patches can interfere. Suppose only the specular beam is collected. Its amplitude is the average $fr_2+(1-f)r_0$, with both amplitudes referred to the same plane. Expanding the square,
\begin{align}
|fr_2+(1-f)r_0|^2
&=f^2|r_2|^2+(1-f)^2|r_0|^2+2f(1-f)\,{\rm Re}(r_2r_0^*)\nonumber\\
&=f|r_2|^2+(1-f)|r_0|^2-f(1-f)|r_2-r_0|^2 ,
\end{align}
since $f^2=f-f(1-f)$ and likewise for $1-f$. For patches much wider than the wavelength, the last term is light scattered out of the specular beam. If it is lost, the contrast rises by $f(1-f)|r_2-r_0|^2/R_0$, which is 0.0064 for half-and-half coverage in the example. The reading becomes $0.1345+0.0064\approx0.141$, closer to the monolayer value than before. The reason follows from the expansion: to leading order $r_2-r_0=2ur_0$, so the shift is $|u|^2$ and cancels the term $-|u|^2$ in $b$. What remains is $-2\,{\rm Re}\,v$, about $-0.0017$ in this example; for another sheet or substrate it need not be so small.

For the 4000 nm stripes, order $m$ leaves at $\sin\theta=m\lambda/p$. An objective of numerical aperture 0.5 collects orders up to the third for normal illumination, and the contrast shift from the uncollected light falls to 0.0006. Adding powers is then a good approximation.

Both descriptions assign each patch the reflection of a wide film. This fails near edges for two reasons. Where the electric field has a component across the edge, charge gathers and alters the local field, over a distance of order $2d|n^2-1|$ for a bilayer, about 5 nm here. Light scattered at an edge also returns from the substrate to neighbouring patches, over distances comparable with the wavelength. Both effects are small for stripes 2000 nm wide, but for patches narrower than the wavelength neither average can be relied on in general.

\section{The model beside real films}

For graphene on about 90 nm of oxide, a monolayer contrast of roughly a tenth in green light is typical, so the model's 0.143 is of the right size and somewhat high. Real microscopes break the assumption of normal incidence. Averaging over a uniformly filled cone of numerical aperture 0.5 changes the monolayer and half-and-half readings to 0.1433 and 0.1355; a 20 nm bandwidth gives 0.1424 and 0.1343. These shifts are about 0.001 or less. A wider cone moves both readings much further, to 0.125 and 0.118 at numerical aperture 0.9, so the reference contrast must belong to the objective used. In each case the two readings stay close and the ambiguity is intact. Residues, trapped water and uneven oxide also alter contrast, by amounts not computed here. In semiconducting layers measured near an optical resonance, the index itself can change from monolayer to bilayer. Equation \eqref{eq:linear} may then fail badly, but equation \eqref{eq:average} and the share $f^*$ still apply with the true contrasts of each thickness, provided $C(2)>C(1)>0$.

A monolayer-like reading from an unresolved spot is thus evidence about the average amount of material. It becomes evidence of monolayer coverage when bare gaps and thick fragments are both excluded independently, or when the spot is known to lie within a single uniform patch of at most a few layers. The remaining figures for this example are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength 550 nm; layer 0.34 nm; oxide 90 nm
indices: sheet (2.6+1.3j), oxide 1.46, silicon (4.1+0.04j)
bare amplitude r0 = 0.3102 -0.0722 i
reflectance bare, monolayer, bilayer = 0.10146, 0.08700, 0.07417
first-order contrast per layer = 0.1511
monolayer contrast C(1) = 0.1426
bilayer contrast C(2) = 0.2690
half bilayer, half bare contrast = 0.1345
half-and-half minus monolayer = -0.0081
same difference relative to C(1) = -5.65 %
second-order sheet estimate of difference = -0.0086
monolayer acceptance window = 0.0713 to 0.2058
chosen contrast uncertainty = 0.010
difference / uncertainty = 0.81
C(5) = 0.5633; C(5)/(5 C(1)) = 0.790
C(10) = 0.8289; C(10)/(10 C(1)) = 0.581
largest bare share, mean 1, up to 2 layers = 0.5000
largest bare share, mean 1, up to 3 layers = 0.6667
largest bare share, mean 1, up to 4 layers = 0.7500
exact-mimic bilayer share at 550 nm = 0.5300
largest mimic mismatch 450-650 nm = -0.00296 at 450.0 nm
stripe period = 4000 nm; each stripe = 2000 nm
spot radius 5000 nm, bilayer centre: apparent layers 1.0006, contrast 0.1346
spot radius 5000 nm, bare centre: apparent layers 0.9994, contrast 0.1344
spot radius 1000 nm, bilayer centre: apparent layers 1.9090, contrast 0.2568
spot radius 1000 nm, bare centre: apparent layers 0.0910, contrast 0.0122
numerical aperture = 0.5; highest collected order = 3
contrast shift, specular light only = 0.00643
contrast shift, collected orders included = 0.00064
aperture-averaged C(1), C(2)/2 = 0.1433, 0.1355
20 nm bandwidth C(1), C(2)/2 = 0.1424, 0.1343
bilayer near-field length = 5.37 nm
\end{verbatim}
